# Ligand K pre-edge intensity and ligand p character in a one-hole complex, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a hole on the ligands to a linear law

### 1. What symmetry and dimensions fix

In a complex with a single valence hole, the ligand K pre-edge is the absorption line in which a ligand 1s electron fills the half-filled valence orbital. Call that orbital $\psi^*$. Around the nucleus of ligand $A$ the 1s orbital has angular momentum zero, and the electric dipole operator is a vector. The product of a scalar and a vector is a vector, so the integral $\langle 1s_A|\mathbf r|\psi^*\rangle$ sees only the part of $\psi^*$ that is p-like about nucleus $A$. The 1s orbital is also very compact, so this p-like part matters only close to that nucleus.

If the local p-like part is a ligand valence p orbital with coefficient $c_A$, the amplitude is proportional to $c_A$ and the intensity to $|c_A|^2$. The sign of the orbital drops out, as it must.

Dimensions fix most of the rest. The oscillator strength $f$ is a pure number. In atomic units it is a transition energy $\omega$ times a squared length, and the length available is the radial dipole integral $R$ between ligand 1s and valence p. Hence

$$f = C\,\omega R^2 \sum_A |c_A|^2 ,$$

with a pure number $C$. It remains to find $C$, to show that the core hole does not spoil the proportionality, and to say what $\sum_A|c_A|^2$ means when orbitals overlap.

### 2. The complex and its half-filled orbital

In tetrachlorocuprate, copper is formally $d^9$ and each chloride has a filled 3p shell. The complex has one valence hole, shared between metal and ligands. Take $N$ equivalent ligands; the square-planar case has $N=4$, with ligands on the $x$ and $y$ axes and the hole in the orbital built on $d_{x^2-y^2}$.

Let $p_A$ be the valence p orbital of ligand $A$ that points at the metal, with its positive lobe towards the metal along the unit vector $\mathbf u_A$. The combination that matches the d orbital is

$$L=\frac{1}{\sqrt N}\sum_A \varepsilon_A p_A ,\qquad \varepsilon_A=\pm1 ,$$

with $\varepsilon_A=+1$ on the $x$ axis and $-1$ on the $y$ axis, following the lobes of $d_{x^2-y^2}$. The coefficients have equal size because the ligands are equivalent. The half-filled orbital is the antibonding one,

$$\psi^*=a\,d-b\,L,\qquad a,b>0 .$$

In this half the local orbitals are taken as orthonormal, so $a^2+b^2=1$. The ligand p character is then

$$\alpha^2\equiv b^2=\sum_A|c_A|^2,\qquad c_A=-\frac{b\,\varepsilon_A}{\sqrt N}.$$

It is the character of the whole ligand set; one ligand holds $\alpha^2/N$. Overlap is treated in the second half.

### 3. Oscillator strength and orientation average

For light polarized along a unit vector $\mathbf e$, the dipole oscillator strength from the ground state $G$ to a group of final states $F$ of nearly equal energy is

$$f_{\mathbf e}=2\omega\sum_F\Big|\langle F|\,\mathbf e\cdot\sum_i\mathbf r_i\,|G\rangle\Big|^2 .$$

In a solution or powder the molecules have all orientations. The average of $e_ke_l$ over directions must be proportional to $\delta_{kl}$, and its trace is $\mathbf e\cdot\mathbf e=1$, so it equals $\delta_{kl}/3$. Therefore

$$f=\frac{2}{3}\,\omega\sum_F\Big|\langle F|\sum_i\mathbf r_i|G\rangle\Big|^2 ,$$

where the square of a vector means the sum over its three components.

### 4. The local dipole integral

Place the origin at nucleus $A$ and the polar axis along $\mathbf u_A$. The orbitals are

$$s_A=\frac{R_s(r)}{\sqrt{4\pi}},\qquad p_A=\sqrt{\frac{3}{4\pi}}\cos\theta\,R_p(r).$$

The component of $\mathbf r$ along the axis is $r\cos\theta$, so

$$\langle s_A|r\cos\theta|p_A\rangle=\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega\int_0^\infty R_sR_p\,r^3dr .$$

The angular integral is $4\pi/3$, and the prefactor becomes $\sqrt3/3=1/\sqrt3$. The perpendicular components contain $\cos\varphi$ or $\sin\varphi$ once and integrate to zero. Hence

$$\langle s_A|\mathbf r|p_A\rangle=\frac{R}{\sqrt3}\,\mathbf u_A,\qquad R=\int_0^\infty R_sR_p\,r^3dr .$$

Moving the origin by a constant vector adds that vector times $\langle s_A|p_A\rangle$, which is zero. The result therefore holds for any common origin.

Two approximations enter now. The integral of $\mathbf r$ between $s_A$ and a p orbital on another ligand is dropped, and so is the integral between $s_A$ and the metal d orbital. Both are restored in the second half.

### 5. Counting holes with the core hole present

A one-electron picture would now insert $\psi^*$ and square. That leaves a doubt: the 1s hole attracts valence electrons on its own ligand, and this might change the very orbital whose composition is wanted. A many-electron argument settles the matter within the model.

Let $s_{A\sigma}$ and $p_{A\sigma}$ remove an electron of spin $\sigma$ from the ligand 1s and valence p orbitals. The part of the dipole operator that lifts a 1s electron on $A$ is

$$\frac{R}{\sqrt3}\,\mathbf u_A\,T_A,\qquad T_A=\sum_\sigma p^\dagger_{A\sigma}s_{A\sigma}.$$

Summing over all final states of the model gives, by completeness,

$$\sum_F|\langle F|T_A|G\rangle|^2=\langle G|T_A^\dagger T_A|G\rangle=\sum_{\sigma\sigma'}\langle G|s^\dagger_{A\sigma}p_{A\sigma}p^\dagger_{A\sigma'}s_{A\sigma'}|G\rangle .$$

The 1s shell is full in $G$. If $\sigma\neq\sigma'$, the operator tries to put back a 1s electron whose place is still occupied, and the term vanishes. If $\sigma=\sigma'$, move $s_{A\sigma}$ to the left past two p operators. Each exchange gives a minus sign and the two cancel:

$$s^\dagger_{A\sigma}p_{A\sigma}p^\dagger_{A\sigma}s_{A\sigma}=s^\dagger_{A\sigma}s_{A\sigma}\,p_{A\sigma}p^\dagger_{A\sigma}.$$

The first pair equals 1 in $G$, and the second is $1-n_{A\sigma}$, with $n_{A\sigma}$ the p occupation. So

$$\sum_F|\langle F|T_A|G\rangle|^2=\sum_\sigma\langle 1-n_{A\sigma}\rangle\equiv h_A .$$

The total strength counts the p holes on ligand $A$ in the ground state. Nothing was assumed about electron repulsion or about the strength of the core-hole potential.

### 6. Why one hole gives one line

Let $|\Phi\rangle$ be the state with core and valence shells full. Every state with a full core and one valence hole of spin $\sigma$ is a combination

$$|G\rangle=\sum_j g_j\,v_{j\sigma}|\Phi\rangle ,$$

where $v_j$ runs over the d and p orbitals. The coefficients $g_j$ are those of $\psi^*$: $a$ on the metal and $c_A$ on ligand $A$.

Apply $T_A$. The operator $p^\dagger_{A}$ needs an empty place in $p_A$, and only the term $j=A$ with spin $\sigma$ offers one:

$$T_A|G\rangle=c_A\,p^\dagger_{A\sigma}s_{A\sigma}p_{A\sigma}|\Phi\rangle=-c_A\,s_{A\sigma}\,p^\dagger_{A\sigma}p_{A\sigma}|\Phi\rangle=-c_A\,s_{A\sigma}|\Phi\rangle .$$

The final state has a full valence shell and a single 1s hole. A full shell has no internal freedom, so the core-hole potential can shift the energy of this state but cannot mix it with another one in the model. The whole strength $h_A=|c_A|^2=\alpha^2/N$ lies in one line. It measures the ground-state composition, not a composition relaxed around the core hole.

The spin counting is also visible here. The 1s shell holds two electrons, but only the one with the spin of the hole can move, so no factor of two appears.

Numerical diagonalization with explicit repulsion tests this. Without core-hole attraction, and with an attraction of 5 eV, four times the line weight on one ligand is 0.3509 in both cases.

### 7. The linear law

Final states with the 1s hole on different ligands are orthogonal, so their intensities add:

$$\sum_F\Big|\langle F|\sum_i\mathbf r_i|G\rangle\Big|^2=\sum_A\frac{R^2}{3}|\mathbf u_A|^2\,\frac{\alpha^2}{N}=\frac{R^2\alpha^2}{3}.$$

With the prefactor $\tfrac23\omega$ this gives

$$\boxed{\,f=\frac{2}{9}\,\omega R^2\alpha^2\,},\qquad f_{\text{per ligand}}=\frac{2}{9}\,\omega R^2\,\frac{\alpha^2}{N}.$$

The unknown number of Part 1 is $C=2/9$: a factor 2 from the definition of $f$, one third from the orientation average, and one third from the angular integral.

One may prefer core holes spread over the molecule. Let the final states be $|F_k\rangle=\sum_AU_{Ak}|F_A\rangle$ with $U$ unitary, and let $\mathbf m_A$ be the local amplitudes. Then

$$\sum_k\Big|\sum_AU^*_{Ak}\mathbf m_A\Big|^2=\sum_{AB}\mathbf m_A\cdot\mathbf m_B^*\sum_kU^*_{Ak}U_{Bk}=\sum_A|\mathbf m_A|^2 ,$$

because the sum over $k$ is $\delta_{AB}$. The summed intensity is the same if the small splittings between these states are not resolved.

### 8. What sets the character

A small model shows how $\alpha^2$ follows from energies. Let an electron have energy $\varepsilon_d$ in d and $\varepsilon_p$ in each $p_A$, and let two electrons in the same orbital repel by $U_d$ or $U_p$. Making a hole in a full d orbital changes its energy from $2\varepsilon_d+U_d$ to $\varepsilon_d$, a loss of $\varepsilon_d+U_d$. The same holds for p. The energy needed to move the hole from metal to ligand is therefore

$$\Delta=(\varepsilon_d+U_d)-(\varepsilon_p+U_p).$$

If d couples to each $p_A$ with strength $t$, the coupling to $L$ is the sum of $N$ equal terms $t/\sqrt N$, which is $T=\sqrt N\,t$. The other p combinations do not couple to d. For the hole in the basis $(d,L)$, with the energy of the d hole as zero,

$$H=\begin{pmatrix}0&T\\T&\Delta\end{pmatrix},\qquad E=\frac{\Delta-D}{2},\qquad D=\sqrt{\Delta^2+4T^2},$$

where $E$ is the lower root. The first row applied to $(a,-b)$ reads $-bT=Ea$, so $b/a=(D-\Delta)/(2T)$. Then

$$\alpha^2=\frac{b^2}{a^2+b^2}=\frac{(D-\Delta)^2}{(D-\Delta)^2+4T^2}.$$

Since $4T^2=D^2-\Delta^2=(D-\Delta)(D+\Delta)$, the denominator is $2D(D-\Delta)$, and

$$\alpha^2=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4T^2}}\right).$$

For $T\ll\Delta$ this becomes $T^2/\Delta^2$, a nearly ionic complex with a weak pre-edge. At $\Delta=0$ the hole is shared equally. For negative $\Delta$ it lies mainly on the ligands.

The worked example uses round model parameters for a square-planar $d^9$ complex: $\varepsilon_d=-7$, $U_d=8$, $\varepsilon_p=-4$, $U_p=4$ and $t=0.80$, all in eV. Then

$$\Delta=(-7+8)-(-4+4)=1.00\ \text{eV},\qquad T=2\times0.80=1.60\ \text{eV},$$

$$\alpha^2=\frac12\left(1-\frac{1.00}{\sqrt{1.00+10.24}}\right)=0.351 .$$

### 9. More than one hole

The sum rule of Part 5 holds for any number of holes, but the argument of Part 6 does not. With two holes, one remains after the excitation. It can be left in several states, and the core-hole potential acts on it.

In the same model with two holes, ligand 1 carries 0.314 p holes, and the summed strength agrees with this number. The lowest line holds 95% of it without core-hole attraction and 97% with 5 eV. The share is below one even without attraction, and repulsion is the cause. If the two holes did not repel each other, with $\Delta$ kept at its value, and there were no core-hole attraction, both holes would occupy $\psi^*$, and $T_A$ would fill one and leave the other in $\psi^*$, which is an eigenstate, so the share would be one. With repulsion the two holes no longer sit in the one-hole orbital $\psi^*$. They shift towards the ligands, as the hole count below shows. The hole that $T_A$ leaves behind is then not in $\psi^*$ alone, and the state produced is not a single eigenstate. Two holes in one common orbital of shifted composition would already give a share below one, but the missing part would then go only to the partner level of $\psi^*$. In the model without attraction, 3.6 of the missing 4.6 percentage points go instead to the non-bonding ligand combinations and 1.0 to the partner level. Most of the loss therefore comes from correlation between the two holes.

Character is not additive either. One hole puts $0.351/4=0.088$ p holes on a ligand, and two holes put 0.314 there, more than three times as many. For such complexes the safe statement is that the intensity summed over all lines into the valence shell, at a common $\omega R^2$, counts the ligand p holes.

## Second half: the slope, overlap and the reach of the law

### 10. Symbols and results carried over

The half-filled orbital is $\psi^*=a\,d-b\,L$, with $L=N^{-1/2}\sum_A\varepsilon_Ap_A$ and each $p_A$ positive towards the metal along $\mathbf u_A$. The transition energy is $\omega$, and $R$ is the radial dipole integral between ligand 1s and valence p. For one hole and orthonormal local orbitals,

$$f=\frac29\,\omega R^2\,b^2$$

is the orientation-averaged strength summed over the $N$ ligands. The model complex has $N=4$ and $b^2=0.351$. Algebra is in atomic units.

### 11. The radial integral

A valence p orbital of a third-row ligand must be orthogonal to the filled 2p core, and this decides the size of $R$. Use Slater radial functions

$$S_n(r)=\mathcal N_n r^{n-1}e^{-\zeta_nr},\qquad \mathcal N_n=\frac{(2\zeta_n)^{n+1/2}}{\sqrt{(2n)!}},$$

with exponents $\zeta_1=16.5$, $\zeta_2=6.5$ and $\zeta_3=2.0$ in inverse bohr for 1s, 2p and 3p. Subtracting the 2p part and normalizing gives

$$R_p=\frac{S_3-\sigma S_2}{\sqrt{1-\sigma^2}},\qquad \sigma=\int_0^\infty S_2S_3\,r^2dr,\qquad R=\frac{R_{13}-\sigma R_{12}}{\sqrt{1-\sigma^2}},$$

where $R_{1n}=\int S_1S_n\,r^3dr$. With $\int_0^\infty r^me^{-\zeta r}dr=m!/\zeta^{m+1}$,

$$\sigma=\frac{5!\,\mathcal N_2\mathcal N_3}{(\zeta_2+\zeta_3)^6},\quad R_{12}=\frac{4!\,\mathcal N_1\mathcal N_2}{(\zeta_1+\zeta_2)^5},\quad R_{13}=\frac{5!\,\mathcal N_1\mathcal N_3}{(\zeta_1+\zeta_3)^6}.$$

The two terms in $R$ can be compared directly. Using $4!\,\mathcal N_2^2=(2\zeta_2)^5$,

$$\frac{R_{13}}{\sigma R_{12}}=\frac{(\zeta_2+\zeta_3)^6(\zeta_1+\zeta_2)^5}{(2\zeta_2)^5(\zeta_1+\zeta_3)^6}\approx0.16 .$$

The subtracted term is about six times the direct one. The intensity thus comes mainly from the inner, 2p-like loop that orthogonality forces on the valence orbital. This also explains the negative sign of the result, $R=-0.0100$ bohr, which has no effect on $f$. The overlap is $\sigma=0.189$. Single Slater functions describe the inner loop only roughly. Hartree–Fock orbitals of the free chloride ion give $|R|=0.0136$ bohr, the same in triple- and quadruple-zeta bases, which corresponds to a slope of 0.0043 in place of the 0.0023 found below. The absolute strengths and tail corrections that follow are therefore model values, not predictions for tetrachlorocuprate.

For one valence hole and orthonormal local orbitals, the pre-edge strength is proportional to the ligand p character of the ground state, and a Slater model has supplied the radial integral $R$. What remains is to evaluate the slope, examine calibration, orbital overlap, tails and polarization, and find where the law's assumptions end.

All numerical values are calculated from the stated model.
